# How finite nuclear size shifts the energy levels of hydrogen-like atoms: a numerical check

```python
# Result under test (hbar = c = 1): a nucleus with spherical charge density rho,
# form factor G(q^2) = <sin(qr)/(qr)> and r^2 = <r^2> = -6 dG/dq^2 at 0 shifts nS by
#   dE = (2/3) (Z alpha)^4 m_r^3 r^2 / n^3 = (2 pi/3) Z alpha r^2 |psi(0)|^2 .
# m_r reduced mass, a = 1/(Z alpha m_r) Bohr radius, dV = V_extended - V_point,
# R = radius of a uniform sphere (r^2 = 3 R^2/5). "Atomic" units: a = m_r = Z alpha = 1.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as C
from scipy.integrate import quad
from scipy.special import eval_genlaguerre as Lag

mp.mp.dps = 50
pi = np.pi
X, W = np.polynomial.legendre.leggauss(200)
sinc = lambda t: np.sinc(t / pi)

def composite(edges, n=20):
    x, w = np.polynomial.legendre.leggauss(n)
    lo, hi = edges[:-1, None], edges[1:, None]
    return (lo + (hi - lo) * (x + 1) / 2).ravel(), ((hi - lo) * w / 2).ravel()

def u_coul(nr, l, r):  # unnormalised Coulomb radial function, atomic units
    nu = nr + l + 1
    return r**(l + 1) * np.exp(-r / nu) * Lag(nr, 2 * l + 1, 2 * r / nu)

def avg(u, f, top):
    return quad(lambda r: u(r)**2 * f(r), 0, top, limit=400, epsabs=0, epsrel=1e-11)[0]

# Yukawa transform and 1S electron form factor
for q in (0.5, 2.0):
    y = quad(lambda r: 4*pi*r*np.exp(-0.7*r)*sinc(q*r), 0, 70, limit=400)[0]
    assert abs(y * (q*q + 0.49) / (4*pi) - 1) < 1e-7
    F = quad(lambda r: 4*r*r*np.exp(-2*r)*sinc(q*r), 0, 30, limit=400)[0]
    assert abs(F - 16 / (4 + q*q)**2) < 1e-8

# Coulomb spectrum for real l, <1/r^2>, slope identity, |psi(0)|^2
rs, ls = sp.symbols('r l', positive=True)
norms = {}
for nr in range(3):
    nus = nr + ls + 1
    us = rs**(ls+1) * sp.exp(-rs/nus) * sp.expand_func(sp.assoc_laguerre(nr, 2*ls+1, 2*rs/nus))
    res = -sp.diff(us, rs, 2)/2 + (ls*(ls+1)/(2*rs**2) - 1/rs + 1/(2*nus**2)) * us
    pt = {ls: sp.Rational(37, 100), rs: sp.Rational(13, 10)}
    assert abs(res.subs(pt).evalf(30)) < 1e-20
    for l in (0, 0.37, 1):
        u = lambda r: u_coul(nr, l, r)
        N = avg(u, lambda r: 1.0, 150)
        inv2 = avg(u, lambda r: 1/r**2, 150) / N
        assert abs(inv2 * (nr+l+1)**3 * (l+0.5) - 1) < 1e-7
        norms[nr, l] = N
        if l == 0:
            slope2 = Lag(nr, 1, 0.0)**2 / N
            assert abs(slope2 / (2*inv2) - 1) < 1e-8
            assert abs(slope2/(4*pi) * pi * (nr+1)**3 - 1) < 1e-8
            print(f"n={nr+1}: a^3 |psi(0)|^2 by quadrature = {slope2/(4*pi):.6f}")
uo = lambda r: r * np.exp(-r*r/2)   # oscillator V = r^2/2, u'(0) = 1
assert abs(2 * avg(uo, lambda r: r, 10) - 1) < 1e-9

# three densities (lengths in units near their rms radius, Z alpha = 1)
shapes = {'uniform': (lambda r: np.ones_like(r), np.sqrt(5/3)),
          'Gaussian': (lambda r: np.exp(-1.5*r*r), 7.0),
          'exponential': (lambda r: np.exp(-np.sqrt(12)*r), 14.0)}
c1 = {}
for name, (raw, top) in shapes.items():
    x, w = top*(X+1)/2, top*W/2
    N = np.sum(w * 4*pi*x*x*raw(x))
    p = w * 4*pi*x*x*raw(x) / N
    mom = lambda k: np.sum(p * x**k)
    oneG = lambda q: (1 - sinc(np.outer(np.atleast_1d(q), x))) @ p     # 1 - G
    slope = -(4*oneG(0.05)[0]/0.05**2 - oneG(0.1)[0]/0.1**2) / 3
    assert abs(-6*slope / mom(2) - 1) < 1e-5
    S = x[:, None] + (top - x)[:, None]*(X+1)/2
    dV = np.sum((top-x)[:, None]*W/2 * 4*pi*S*S*raw(S)/N * (1/x[:, None] - 1/S), axis=1)
    assert dV.min() >= 0
    vol = w * 4*pi*x*x*dV
    assert abs(vol.sum() / (2*pi/3 * (-6*slope)) - 1) < 1e-5
    for k in (0, 1, 2):
        assert abs(np.sum(vol*x**k)*(k+2)*(k+3) / (4*pi*mom(k+2)) - 1) < 1e-9
    for q in (0.5, 3.0):
        assert abs(np.sum(vol*sinc(q*x)) / (4*pi*oneG(q)[0]/q**2) - 1) < 1e-9
    c1[name] = mom(3) / mom(2)**1.5
    s = 1e-3        # nuclear size over a
    for nr in range(3):
        dens = u_coul(nr, 0, s*x)**2 / (s*x)**2 / norms[nr, 0] / (4*pi)
        ratio = s*s*np.sum(vol*dens) / (2/3 * s*s*mom(2) / (nr+1)**3)
        assert abs(ratio - (1 - s*mom(3)/mom(2))) < 5*s*s
    print(f"{name}: <r^2>={mom(2):.6f}, -6G'={-6*slope:.6f}, int dV={vol.sum():.6f},"
          f" <r^3>/r^3={c1[name]:.4f}")
    if name == 'Gaussian':   # momentum-space against position-space first order, 1S
        s = 0.05
        q, wq = composite(np.concatenate([[0.0], np.geomspace(0.5, 300, 25)]))
        e_q = 2/pi * (np.sum(wq*oneG(q*s)*16/(4+q*q)**2) + 16/(3*300.0**3))
        e_r = s*s*np.sum(vol*np.exp(-2*s*x)/pi)
        assert abs(e_q/e_r - 1) < 1e-6
    if name == 'uniform':
        q, wq = composite(np.linspace(0, 60, 31))
        c2 = 16*(np.sum(wq*oneG(q)**2/q**4) + 1/(3*60.0**3)) / (2*pi/3*mom(2)**1.5)
        r4 = mom(4) / mom(2)**2
print(f"(2 pi/3) for comparison = {2*pi/3:.6f}")
ctot = c1['uniform'] + c2
print(f"sphere, coefficients of -r/a: cusp {c1['uniform']:.4f}, 2nd order {c2:.4f}, sum {ctot:.4f}")
print(f"sphere <r^4>/r^4 = {r4:.4f}, R/r = {np.sqrt(5/3):.4f}")

def secant(f, x0):
    x1 = 2*x0
    f0, f1 = f(x0), f(x1)
    for _ in range(20):
        x0, x1, f0 = x1, x1 - f1*(x1-x0)/(f1-f0), f1
        if abs(x1-x0) < 1e-15*abs(x1):
            return x1
        f1 = f(x1)
    raise RuntimeError("no root")

def schr_exact(n, l, rms):  # exact shift, uniform sphere, atomic units
    R = mp.mpf(rms) * mp.sqrt(mp.mpf(5)/3)
    def f(d):
        nu = n + d
        E = -1/(2*nu**2)
        t = {l-1: mp.mpf(0), l+1: mp.mpf(1)}
        for k in range(l+3, l+60, 2):
            t[k] = (-(3*R + 2*E*R*R)*t[k-2] + R*t[k-4]) / (k*(k-1) - l*(l+1))
        a, b, z = l+1-nu, 2*l+2, 2*R/nu
        U = mp.hyperu(a, b, z)
        out = (l+1-z/2)*U - z*a*mp.hyperu(a+1, b+1, z)
        return sum(k*v for k, v in t.items())*U - sum(t.values())*out
    d = secant(f, R**(2*l+2)/10)
    return float(1/mp.mpf(2*n*n) - 1/(2*(n+d)**2))

def dirac_ratio(z, rms):  # exact Dirac 1S shift / formula; mass 1, z = Z alpha
    z = mp.mpf(z)
    R = mp.mpf(rms) * mp.sqrt(mp.mpf(5)/3)
    gam = mp.sqrt(1 - z*z)
    En = lambda a: (gam-a) / mp.sqrt((gam-a)**2 + z*z)
    def f(a):
        E = En(a)
        lam = mp.sqrt(1 - E*E)
        WR = E*R + 3*z/2
        g = {-1: mp.mpf(0), 1: mp.mpf(1)}
        h = {0: mp.mpf(0)}
        for k in range(2, 60, 2):
            h[k] = (-(WR-R)*g[k-1] + z/2*g[k-3]) / (k+1)
            g[k+1] = ((WR+R)*h[k] - z/2*h[k-2]) / k
        rho = 2*lam*R
        B = mp.hyperu(a, 2*gam+1, rho)
        A = a*(B - rho*mp.hyperu(a+1, 2*gam+2, rho)) / (z/lam + 1)
        return sum(h.values())*mp.sqrt(1+E)*(A+B) - sum(g.values())*mp.sqrt(1-E)*(A-B)
    a = secant(f, -(z*R)**2/4)
    return float((En(a) - gam) / (2*z**4*mp.mpf(rms)**2/3))

s = 1e-3
for n in (1, 2, 3):
    ratio = schr_exact(n, 0, s) / (2/3*s*s/n**3)
    assert abs(ratio - 1 + ctot*s) < 8*s*s*abs(np.log(s))  # next term ~ s^2 ln s
    print(f"r/a={s:g}, {n}S exact/formula = {ratio:.6f}, 1 - sum*r/a = {1-ctot*s:.6f}")
rP = schr_exact(2, 1, s) / (r4*s**4/480)
assert abs(rP - 1) < 3*s
print(f"r/a={s:g}, 2P exact/first order = {rP:.6f}")

# worked example: hydrogen
al = C.alpha
hbarc = C.hbar*C.c/C.e*1e9                  # MeV fm
MeV = lambda m: m*C.c**2/C.e/1e6
toMHz = C.e/C.h                             # MeV -> MHz
rp = C.physical_constants['proton rms charge radius'][0]*1e15
me, mpr = MeV(C.m_e), MeV(C.m_p)
mr = me*mpr/(me+mpr)
rn = rp/hbarc
a_fm = hbarc/(al*mr)
s = rp/a_fm
dE = 2/3*al**4*mr**3*rn**2
Eh = al*al*mr
ex1, ex2, exP = (schr_exact(*nl, s)*Eh for nl in ((1, 0), (2, 0), (2, 1)))
assert abs(ex1/dE - 1 + ctot*s) < 1e-7 and abs(8*ex2/dE - 1 + ctot*s) < 1e-7
assert abs(exP/(r4*s**4/480*Eh) - 1) < 1e-3
assert 1.05 < ex1*toMHz < 1.15
D = dirac_ratio(al, mr*rn)
assert 0 < D - 1 < 1e-3
assert abs(dirac_ratio(2*al, mr*rn) - 1) < 4e-3
dlog = dirac_ratio(al, mr*rn/100) + ctot*s/100 - dirac_ratio(al, mr*rn/10) - ctot*s/10
assert abs(dlog/(al*al*np.log(10)) - 1) < 0.02
print(f"alpha = {al:.9e}, alpha^4 = {al**4:.6e}, hbar c = {hbarc:.6f} MeV fm")
print(f"m_e = {me:.8f} MeV, m_p = {mpr:.5f} MeV")
print(f"m_r = {mr:.8f} MeV, m_r^3 = {mr**3:.7f} MeV^3")
print(f"r_p = {rp:.5f} fm = {rn:.6e} 1/MeV, r_p^2 = {rn*rn:.6e} 1/MeV^2")
print(f"a = {a_fm:.2f} fm, r_p/a = {s:.5e}")
print(f"|psi_1S(0)|^2 = {(al*mr)**3/pi:.6e} MeV^3")
print(f"contact strength (2pi/3) alpha r^2 = {2*pi/3*al*rn*rn:.6e} 1/MeV^2")
print(f"1 neV / h = {1e-15*toMHz:.6f} MHz")
print(f"dE(1S) = {dE*1e15:.4f} neV = {dE*toMHz:.5f} MHz")
print(f"dE(1S)/r^2 = {dE*toMHz/rp**2:.5f} MHz/fm^2")
print(f"dE(2S) = {dE*toMHz/8:.5f} MHz")
print(f"change of 1S-2S interval = {-7/8*dE*toMHz:.5f} MHz")
print(f"dE(1S)/Bohr binding energy = {dE/(Eh/2):.4e}")
print(f"(m_e/m_r)^3 = {(me/mr)**3:.6f}, dE(1S) with m_e = {dE*toMHz*(me/mr)**3:.5f} MHz")
print(f"exact Schroedinger sphere 1S = {ex1*toMHz:.6f} MHz, ratio-1 = {ex1/dE-1:.4e}")
print(f"predicted -sum*r/a = {-ctot*s:.4e}, in Hz: {-ctot*s*dE*toMHz*1e6:.1f}")
print(f"exact Schroedinger sphere 2P = {exP*toMHz*1e6:.3e} Hz, 2P/2S = {exP/ex2:.3e}")
print(f"exact Dirac sphere 1S = {D*dE*toMHz:.6f} MHz, ratio-1 = {D-1:.4e}")
print(f"Dirac minus formula = {(D-1)*dE*toMHz*1e3:.3f} kHz")
print(f"alpha^2 ln(a/r) = {-al*al*np.log(s):.4e}")
print(f"Dirac change per decade of r = {dlog:.4e}, alpha^2 ln10 = {al*al*np.log(10):.4e}")

# contrast: muonic hydrogen 2S
mmu = MeV(C.physical_constants['muon mass'][0])
mrm = mmu*mpr/(mmu+mpr)
sm = rn*al*mrm
dEm = 2/3*al**4*mrm**3*rn**2/8
exm = schr_exact(2, 0, sm)*al*al*mrm
assert abs(exm/dEm - 1 + ctot*sm) < 8*sm*sm*abs(np.log(sm))
print(f"muon: m = {mmu:.5f} MeV, m_r = {mrm:.5f} MeV, a = {rp/sm:.2f} fm")
print(f"muon: r/a = {sm:.4e}, (m_r ratio)^3 = {(mrm/mr)**3:.4e}")
print(f"muonic 2S: formula {dEm*1e9:.4f} meV, exact sphere {exm*1e9:.4f} meV")
print(f"muonic 2S: ratio-1 = {exm/dEm-1:.4e}, predicted {-ctot*sm:.4e}")
print("finished without a failed check")
```

Printed output:

```
n=1: a^3 |psi(0)|^2 by quadrature = 0.318310
n=2: a^3 |psi(0)|^2 by quadrature = 0.039789
n=3: a^3 |psi(0)|^2 by quadrature = 0.011789
uniform: <r^2>=1.000000, -6G'=1.000000, int dV=2.094395, <r^3>/r^3=1.0758
Gaussian: <r^2>=1.000000, -6G'=1.000000, int dV=2.094395, <r^3>/r^3=1.2284
exponential: <r^2>=1.000000, -6G'=1.000000, int dV=2.094395, <r^3>/r^3=1.4434
(2 pi/3) for comparison = 2.094395
sphere, coefficients of -r/a: cusp 1.0758, 2nd order 0.5635, sum 1.6394
sphere <r^4>/r^4 = 1.1905, R/r = 1.2910
r/a=0.001, 1S exact/formula = 0.998357, 1 - sum*r/a = 0.998361
r/a=0.001, 2S exact/formula = 0.998357, 1 - sum*r/a = 0.998361
r/a=0.001, 3S exact/formula = 0.998358, 1 - sum*r/a = 0.998361
r/a=0.001, 2P exact/first order = 0.999166
alpha = 7.297352564e-03, alpha^4 = 2.835707e-09, hbar c = 197.326980 MeV fm
m_e = 0.51099895 MeV, m_p = 938.27209 MeV
m_r = 0.51072080 MeV, m_r^3 = 0.1332142 MeV^3
r_p = 0.84075 fm = 4.260695e-03 1/MeV, r_p^2 = 1.815352e-05 1/MeV^2
a = 52946.54 fm, r_p/a = 1.58792e-05
|psi_1S(0)|^2 = 1.647771e-08 MeV^3
contact strength (2pi/3) alpha r^2 = 2.774500e-07 1/MeV^2
1 neV / h = 0.241799 MHz
dE(1S) = 4.5717 neV = 1.10544 MHz
dE(1S)/r^2 = 1.56388 MHz/fm^2
dE(2S) = 0.13818 MHz
change of 1S-2S interval = -0.96726 MHz
dE(1S)/Bohr binding energy = 3.3620e-10
(m_e/m_r)^3 = 1.001635, dE(1S) with m_e = 1.10725 MHz
exact Schroedinger sphere 1S = 1.105413 MHz, ratio-1 = -2.6033e-05
predicted -sum*r/a = -2.6032e-05, in Hz: -28.8
exact Schroedinger sphere 2P = 1.037e-06 Hz, 2P/2S = 7.505e-12
exact Dirac sphere 1S = 1.106093 MHz, ratio-1 = 5.8919e-04
Dirac minus formula = 0.651 kHz
alpha^2 ln(a/r) = 5.8845e-04
Dirac change per decade of r = 1.2272e-04, alpha^2 ln10 = 1.2262e-04
muon: m = 105.65838 MeV, m_r = 94.96447 MeV, a = 284.75 fm
muon: r/a = 2.9526e-03, (m_r ratio)^3 = 6.4288e+06
muonic 2S: formula 3.6739 meV, exact sphere 3.6560 meV
muonic 2S: ratio-1 = -4.8613e-03, predicted -4.8404e-03
finished without a failed check
```
